Capacitance Sensitivity to Air-Void Boundary Motion from One Field Solution

An air void sits in the dielectric between two long copper lines. Its boundary is pushed outward uniformly, and the capacitance per length changes at a rate that can be read from the field on that boundary. If the squared field on the air side is used, the rate is −4.73 aF/µm per nm. If the squared field on the dielectric side is used, it is −1.54. Solving the field problem again for slightly larger and smaller voids gives −2.40. All three numbers concern the same void, and the first two use the same accurate field. The discrepancy comes from the choice of field in the thin layer that changes material.

**Geometry and definition of capacitance**

The model is a two-dimensional cross-section of a periodic array of lines at alternating potentials +V/2 and −V/2. The pitch is 40 nm, the spacing 20 nm and the line height 40 nm. The relative permittivities are κa = 1 in the void and κd = 2.7 in the dielectric. The media are linear, isotropic and lossless, and the metal is an ideal fixed conductor. All gaps contain equal voids.

The capacitance C of one gap, per length, is defined by the energy ½CV² in its cell, which reaches from the centre of one line to the centre of the next. Each line borders two such gaps. Hence

C V² = ∫cell ε0 κ |∇φ|² dA.

Put x = 0 in the middle of the gap. The void is mirror symmetric, so φ is odd in x and vanishes there. In the right half write φ = (V/2)u, with u = 0 on x = 0 and u = 1 on the metal. Both halves store the same energy, so

C V² = 2 ε0 (V/2)² K,  K = ∫half κ |∇u|² dA,

C = ε0 K/2.

The plane through the line centre is a mirror plane of the potential and carries no normal flux. The far upper and lower edges, 80 nm from the line, are treated as insulating too.

**An identity for a finite change**

Let κ0 and κ1 be two permittivity distributions, with solutions u0 and u1 and energies K0 and K1. The metal and the boundary potentials are the same. The difference w = u1 − u0 then vanishes wherever the potential is prescribed. Since ∇·(κ0∇u0) = 0 inside each material,

κ0 ∇u0·∇w = ∇·(w κ0 ∇u0).

Integrate this over each material and apply the divergence theorem. The terms from the two sides of an interface cancel, because w and the normal component of κ0∇u0 are continuous. On the outer boundary either w or the normal flux is zero. Therefore

∫κ0 ∇u0·∇u1 dA = ∫κ0 |∇u0|² dA = K0.

The same argument with the roles exchanged gives ∫κ1∇u1·∇u0 dA = K1. Subtraction yields

K1 − K0 = ∫(κ1 − κ0) ∇u0·∇u1 dA.  (1)

No small change has been assumed. The integrand is a product of the old and the new field, not the square of either. For a void grown by 1 nm, the right side gives a capacitance change of −2.39301 aF/µm, while separately meshed solutions give −2.39302.

**From the swept layer to a boundary integral**

Let the boundary point X(t,p) depend on a shape parameter p, and let n be the unit normal pointing from air into dielectric. The normal velocity per unit p is

v_n = (∂X/∂p)·n.

Where v_n is positive, a step δp > 0 turns a dielectric layer of thickness v_n δp into air. In that layer κ1 − κ0 = −(κd − κa), and dA = v_n δp ds to leading order.

On the original boundary define g_t, the tangential derivative of u, and d_n = κ ∂u/∂n. The first is continuous because u is continuous; the second is continuous because there is no free charge. The old field in the layer is the dielectric-side field, with components

∇u0 = (g_t, d_n/κd).

The new field in the layer is an air-side field. To relate it to the old problem, map the new void smoothly back onto the old one. The coefficients of the mapped equation differ from the old ones by an amount of order δp. For a smooth boundary, elliptic regularity then implies that the gradients on each side also change by order δp. Thus, to leading order,

∇u1 = (g_t, d_n/κa).

The scalar product is

∇u0·∇u1 = g_t² + d_n²/(κa κd).

Inserting it in (1), dividing by δp and letting δp go to zero gives

dK/dp = −(κd − κa) ∫half v_n [g_t² + d_n²/(κa κd)] ds.  (2)

Where the boundary moves inward, air becomes dielectric and the jump is +(κd − κa). The layer area is −v_n δp ds, since v_n is negative. The two signs combine to the same expression, and the old and new fields merely exchange places in the product.

To restore physical fields use |E_t| = (V/2)|g_t| and |D_n| = ε0(V/2)|d_n|. The whole boundary consists of two equal halves, so a closed integral of the physical bracket is 2(V/2)² = V²/2 times the half integral in (2). With C = ε0K/2,

dC/dp = −[ε0(κd − κa)/V²] ∮ v_n [E_t² + D_n²/(ε0² κa κd)] ds.  (3)

The bracket is positive. For κd > κa, motion that is nowhere inward and somewhere outward therefore lowers C to first order. Formula (3) also holds when all voids move alike without keeping the mirror symmetry. The potential then still changes sign from one cell to the next, and so does its change w. The product of w and the flux is therefore equal on the two side edges of the full cell, and these boundary terms cancel in the proof of (1). A sideways shift of this void has v_n odd under reflection while the bracket is even, so its first derivative is zero; its leading effect must be sought at second order.

**Two limits and the one-sided errors**

Consider plates at distance s with air of thickness a and dielectric of thickness s − a in series. Per plate area,

1/C = [a/κa + (s − a)/κd]/ε0.

Differentiation gives −C⁻² dC/da = (1/κa − 1/κd)/ε0, and hence

dC/da = −(C²/ε0)(κd − κa)/(κa κd).

Since D_n = CV, this is the normal part of (3). Now place air of height h beside dielectric of height H − h between the same plates. Per depth,

C = ε0[κa h + κd(H − h)]/s,  dC/dh = −ε0(κd − κa)/s.

The moving boundary has length s and carries E_t = V/s, so E_t²s/V² = 1/s, and the tangential part of (3) agrees.

In the example, the normal part supplies 56.8 % of the uniform-growth slope and the tangential part 43.2 %. The air-side square contains d_n²/κa² instead of d_n²/(κaκd), which multiplies the normal part by κd/κa = 2.7. The dielectric-side square divides it by 2.7. The resulting factors are

air side: 0.432 + 0.568 × 2.7 = 1.966,

dielectric side: 0.432 + 0.568/2.7 = 0.642.

Multiplying −2.405 by these factors gives −4.73 and −1.54 aF/µm per nm, the two opening values. Refining the mesh cannot remove these errors, because they belong to the formula.

**Algorithm**

The right half of the void is described by

x = a cos t (1 − τ sin t),  y = y0 + b sin t,  −π/2 ≤ t ≤ π/2,

with a = 6 nm, b = 14 nm, y0 = 1 nm and skew τ = 0.2. Height is measured from the middle of the lines. With subscripts for derivatives in t, the outward normal and arc element are

n = (y_t, −x_t)/√(x_t² + y_t²),  ds = √(x_t² + y_t²) dt.

The square roots cancel in v_n ds. For the parameter a, for example, ∂X/∂a = (cos t(1 − τ sin t), 0) and y_t = b cos t, so

v_n ds = b cos² t (1 − τ sin t) dt.

The calculation then runs as follows.

1. Fit a mesh of curved quadratic elements to the void and refine it towards the metal corners. The field occupies an angle of 3π/2 around such a corner, so the potential varies as r^(2/3) and the field as r^(−1/3).
2. Solve once for u and compute K.
3. At integration points on the void boundary, take g_t from the shared edge. Compute κ ∂u/∂n from the air element and from the dielectric element, and average the two as d_n.
4. For each shape parameter, form v_n and evaluate (2). Multiply by ε0/2.

Step 4 needs no further field solution. Central differences for six parameters need twelve.

**Comparison with remeshed voids**

The mesh for the boundary integral has 10,933 nodes. It gives K = 13.4126 and C = 59.379 aF/µm. With dielectric in place of the void, C is 72.893 aF/µm, so the void lowers it by 18.5 %.

Each perturbed void was given a newly generated, somewhat coarser mesh. Uniform growth moves every boundary point along n. Tip growth multiplies this motion by exp[−(1 − sin t)/0.1], which confines it to the neighbourhood of the upper tip. The results, in aF/µm per nm except for skew, are:

- Half-width a: integral −1.2994, difference −1.2990.
- Half-height b: integral −0.9920, difference −0.9911.
- Centre height y0: integral 0.0111, difference 0.0115.
- Skew τ, per unit skew: integral 0.2672, difference 0.2668.
- Uniform growth: integral −2.4052, difference −2.4036.
- Upper-tip growth: integral −0.3248, difference −0.3242.

The steps were 0.1 nm for lengths and 0.01 for skew. The growth values differ by 0.07 % of the slope. The centre-height values differ by about 3 % of that slope, although their absolute difference, 0.0003 aF/µm per nm, is smaller than the one for growth. An upward shift adds air at the top and removes it at the bottom, and the two contributions nearly cancel. Relative error is a poor measure of such a remainder.

The local slope per nm of right-half boundary, with the mirror side moving too, is −0.048 aF/µm per nm² at t = 0, −0.141 at the bottom and −0.173 at the top. At the tips the boundary crosses the plane x = 0, where u is constant along y. The field there is horizontal and hence tangential, so d_n = 0 and the local slope is −(ε0/2)(κd − κa)g_t². A nanometre of boundary displaced at the upper tip thus counts about 3.6 times as much as one at the waist.

**Errors of the two methods**

Let η₊ and η₋ be the mesh errors of the capacitances at p + δ and p − δ. Taylor expansion gives

C(p ± δ) = C ± δC′ + δ²C″/2 ± δ³C‴/6 + …

Subtracting the two values removes the even terms. After division by 2δ, the computed difference is

C′ + δ²C‴/6 + (η₊ − η₋)/(2δ) + …

A smaller step reduces the second term but amplifies the third. Meshes of the same construction let much of η₊ and η₋ cancel. To expose the third term, the larger void was solved at mesh level 16 and the smaller at level 12, with δ = 0.5 nm; the level sets the number of elements along the block edges. For the unperturbed void these levels give 59.37903 and 59.37996 aF/µm. The first minus the second is about −0.0009. Divided by 2δ = 1 nm, this predicts a slope error near −0.0009 aF/µm per nm, if growth leaves the mesh errors unchanged. The measured slope is −2.4043, against −2.4036 from like meshes with δ = 0.1 nm. The shift is −0.0007. It also contains the change of the step term between the two values of δ, which is about +0.0002. The mesh part is therefore about −0.0009, as predicted. At δ = 0.1 nm the same mismatch would contribute five times as much, about 0.2 % of the slope.

The boundary integral has no step error, but it needs accurate boundary fields. The two one-sided values of d_n differ by 0.275 % in root mean square, relative to d_n. If their average were wrong by half of this everywhere and with one sign, the squared normal part would be wrong by 0.275 %, and the growth slope by 0.568 × 0.275 % = 0.16 %. The observed disagreement of 0.07 % is of that order.

Mesh refinement needs a careful reading here. Between levels 12 and 16 the integral for growth changes by only 0.00005 aF/µm per nm, thirty times less than its disagreement with the central difference. In these meshes a 1 nm skin outside the void always contains two elements across its thickness; higher levels refine it along the boundary only. The small shift therefore does not bound the error of the normal derivative. That the fixed skin causes the remaining disagreement is a conjecture. The disagreement itself is the safer error estimate. With converged boundary fields, formula (3) gives −2.4036 for growth and agrees with all six central differences to about 0.0001, so the error lies in the boundary fields of this mesh and not in the formula or the differences.

The capacitance can be checked by solving a second, conjugate problem on the same mesh. Because κ∇u has no divergence, it can be written as ∇ψ rotated by a right angle. Then |∇ψ|²/κ = κ|∇u|². The difference of ψ between the upper and lower insulating boundaries is the total flux, which equals K for unit potential drop. Since ∇u has no curl, ψ obeys the same type of equation with κ replaced by 1/κ. Scaling ψ to unit difference gives the conjugate energy

K′ = ∫ |∇ψ|²/(κK²) dA = K/K² = 1/K.

Solving this second problem gives C = ε0/(2K′) = 59.378 aF/µm, which differs from the direct value by 0.0010 aF/µm, or 0.002 %. Extending the open region from 80 to 120 nm moves C by 0.0005 aF/µm. Most of this comes from spreading the same number of elements over a longer region: away from the lines the slowest part of the potential decays as exp(−πy/40), with y in nm, so the cut at 80 nm changes C by no more than a few parts per million.

**Finite moves**

For 1 nm of uniform growth, the linear prediction is −2.405 aF/µm and the re-solved change is −2.393, a difference of 0.5 %, of which about 0.07 % is the mesh error of the slope. That accuracy does not carry over to every combination. Let the half-width increase by 0.5 nm, the half-height decrease by 1 nm and the centre rise by 1 nm. The prediction is

0.5(−1.2994) + (−1)(−0.9920) + 1(0.0111) = 0.353 aF/µm.

The new solution gives 0.423. The error is 16 % of the actual change, but 4 % of the sum of the absolute contributions, 1.653 aF/µm. The first-order terms largely cancel and leave the higher-order terms exposed. A design that relies on such cancellation should be solved again at its final shape.

Formula (3) also loses its justification when the void reaches the metal, or when a sharp tip makes the boundary fields singular. The void here is smooth and clear of the metal.

**A coating on the void wall**

The layer argument covers a thin coating of permittivity κl and thickness h on the dielectric side. The old and new fields are (g_t, d_n/κd) and (g_t, d_n/κl), so (1) gives

δK = h ∫half (κl − κd)[g_t² + d_n²/(κl κd)] ds

= h ∫half [(κl − κd)g_t² − (1/κl − 1/κd)d_n²] ds.

The second line uses (κl − κd)/(κlκd) = 1/κd − 1/κl. For κl = 4.5 and h = 0.05 nm, the formula predicts an increase of 0.0710 aF/µm, and a direct solution gives the same value to three digits.

**The model beside a real interconnect**

The dimensions, permittivity and voltage of 0.7 V are rough values for tight-pitch copper wiring with a carbon-doped oxide; the void shape is chosen. Real voids can have sharp pinch-off tips, lined or damaged walls, and shapes that vary along and between lines. With the void fixed, a 1 nm skin of permittivity 4.5 raises C by 2.4 %, more than the 2.0 % reduction predicted for 0.5 nm of uniform void growth. Mid-potential metal planes 40 nm above and below raise C by 0.15 %, and an air permittivity of 1.0006 raises it by 0.01 %. Field penetration into copper can be estimated by adding a vacuum layer of one Thomas–Fermi length, 0.055 nm, at each wall. In the half gap, a vacuum layer of thickness λ in series on a wall of height H = 40 nm adds λ/H to 1/K, so δC/C ≈ −λK/H = −0.0553 × 13.41/40 = −1.9 %. This crude figure spreads all the flux evenly over the side walls, although about a third of it enters through the top and bottom faces and the flux crowds at the corners. Solving the field problem with such a layer on every face, with the metal set back by λ and the dielectric left in place, gives about −1.5 %, so the crude figure overstates the effect here. Both figures omit electron spill-out. Barrier layers on the copper, dielectric caps, finite line length, roughness and unequal voids need a larger model.

At 0.7 V the largest field on the void surface is 0.53 MV/cm, about 11 % of a rough dielectric breakdown field of 5 MV/cm. This says nothing about the metal corners, where the ideal sharp geometry has a singular field. An electron gains at most 0.7 eV from the line voltage, far below a rough 12 eV ionization threshold for air. At fixed voltage the electrostatic work is ½V² dC, so (3) also implies a pull of the dielectric into the void. Its peak is 21 kPa, which would displace a 10 nm wall of modulus 5 GPa by about 4 × 10⁻⁵ nm. For these parameters, electrostatic deformation is negligible beside the geometrical changes considered here. The values computed by the program are listed in the numerical output.

Numbers as computed

```
Pitch, spacing, line height: 40, 20, 40 nm
Relative permittivity void, dielectric: 1.0, 2.7; V = 0.7 V
Void half-width parameter, half-height, centre height: 6.0, 14.0, 1.0 nm; skew 0.2
Nodes in sensitivity mesh: 10933
C without void: 72.8930 aF/um
C with void: 59.37903 aF/um; K = 13.412643
C from conjugate problem: 59.37807 aF/um
Reduction of C by void: 18.54 %
C shift, open region 80 to 120 nm: 4.53e-04 aF/um
RMS mismatch of one-sided normal D: 0.275 %
dC/dp: boundary integral | remeshed central difference | difference
  half_width (step 0.1): -1.29943 | -1.29898 | -4.5e-04 aF/um per nm
  half_height (step 0.1): -0.99202 | -0.99109 | -9.3e-04 aF/um per nm
  centre (step 0.1): 0.01114 | 0.01147 | -3.3e-04 aF/um per nm
  skew (step 0.01): 0.26719 | 0.26680 | 4.0e-04 aF/um per unit skew
  growth (step 0.1): -2.40516 | -2.40360 | -1.6e-03 aF/um per nm
  tip (step 0.1): -0.32478 | -0.32423 | -5.5e-04 aF/um per nm
Mesh level 8: C = 59.38489 aF/um, growth slope = -2.40530 aF/um/nm
Mesh level 12: C = 59.37996 aF/um, growth slope = -2.40521 aF/um/nm
Growth slope shift, mesh level 12 to 16: 5.4e-05 aF/um/nm
Growth slope from unlike meshes, step 0.5 nm: -2.40433 aF/um/nm
Wrong growth slope, air-side |E|^2: -4.7294 aF/um/nm
Wrong growth slope, dielectric-side |E|^2: -1.5443 aF/um/nm
Share of growth slope from normal D: 56.8 %
Local slope per nm of right-half boundary, mirror side moving too:
  bottom: -0.14050 aF/um/nm^2
  waist: -0.04780 aF/um/nm^2
  top: -0.17306 aF/um/nm^2
Change for 1 nm growth, re-solved: -2.39302 aF/um
Same change from exchange identity: -2.39301 aF/um
Same change, linear prediction: -2.40516 aF/um
Same 1 nm larger void on two meshes, C differs by: -2.9e-04 aF/um
Combined move, half-width, half-height, centre: +0.5, -1.0, +1.0 nm
  linear prediction 0.35345, re-solved 0.42305 aF/um
Coating 0.05 nm, permittivity 4.5: formula 0.07103, re-solved 0.07101 aF/um
Neglected: 1 nm skin of permittivity 4.5 changes C by 2.43 %
Neglected: mid-potential planes 40 nm away change C by 0.148 %, growth slope by -0.006 %
Neglected: air permittivity 1.0006 changes C by 0.0111 %
Thomas-Fermi length for 8.5e+28 m^-3: 0.0553 nm; estimated C change -1.85 %
Peak field at void surface, air side: 0.533 MV/cm
Peak field at void surface, dielectric side: 0.531 MV/cm; 10.6 % of rough 5 MV/cm breakdown
Line voltage energy / rough 12 eV ionization threshold: 0.058
Peak electrostatic pressure: 21.20 kPa; displacement of 10 nm wall at 5 GPa: 4.2e-05 nm
```
